# Forces on ions with ultrasoft pseudopotentials: derivation and numerical test, part 1

(Sections cited here and not found follow in the second part.)

For an ultrasoft pseudopotential, at self-consistency and in a basis that does not move with the atoms, the force on ion \(I\) is

\[
\mathbf F_I=-\frac{\partial U}{\partial \mathbf R_I}-\int \frac{\partial V^I_{\rm loc}}{\partial \mathbf R_I}\,n\,d^3r-\sum_{nm}\rho^I_{nm}\int V_{\rm eff}\,\frac{\partial Q^I_{nm}}{\partial \mathbf R_I}\,d^3r-\sum_i f_i\sum_{nm}\big(D^I_{nm}-\varepsilon_i q^I_{nm}\big)\frac{\partial \rho^{I,i}_{nm}}{\partial \mathbf R_I}.
\tag{1}
\]

Here \(U\) is the ion–ion energy, \(n\) is the full augmented density, \(\rho^{I,i}_{nm}=\langle\psi_i|\beta^I_n\rangle\langle\beta^I_m|\psi_i\rangle\) is differentiated through the projectors only, and \(D^I_{nm}\) are the screened nonlocal coefficients. For an exchange-correlation functional that depends on the orbitals only through the density, equation (1) holds as written under four conditions: the basis is independent of the ionic positions, the orbitals are eigenstates of the generalized Kohn–Sham problem, the occupations \(f_i\) are fixed, and no core charge enters the exchange-correlation energy. The place where each condition is used is marked below, and the modification needed when it fails is derived as well. Hartree atomic units are used, \(n\) is the number density of electrons, and every \(V\) is the potential energy of an electron.

Each ion carries three kinds of functions: a local potential \(V^I_{\rm loc}\), real projectors \(\beta^I_n\), and real augmentation functions \(Q^I_{nm}=Q^I_{mn}\). In the construction of the pseudopotential, \(Q_{nm}\) restores the part of the product of two atomic partial waves that the smooth pseudo-waves lack. The derivation needs only that all three kinds are fixed functions of \(\mathbf r-\mathbf R_I\). Two sets of real symmetric constants belong to each ion: the bare coefficients \(D^{0,I}_{nm}\), and the integrals \(q^I_{nm}=\int Q^I_{nm}\,d^3r\), which do not depend on \(\mathbf R_I\) because a shift of the integration variable removes it. With the projector occupation matrix and the density

\[
\rho^I_{nm}=\sum_i f_i\,\rho^{I,i}_{nm},\qquad
n(\mathbf r)=\sum_i f_i|\psi_i(\mathbf r)|^2+\sum_{I,nm}\rho^I_{nm}\,Q^I_{nm}(\mathbf r),
\tag{2}
\]

the energy functional is

\[
E=\sum_i f_i\langle\psi_i|-\tfrac12\nabla^2|\psi_i\rangle+\sum_{I,nm}D^{0,I}_{nm}\rho^I_{nm}+\int V_{\rm loc}\,n\,d^3r+E_H[n]+E_{xc}[n]+U,
\tag{3}
\]

with \(V_{\rm loc}=\sum_I V^I_{\rm loc}\). The matrix \(\rho^I\) is Hermitian, since \((\rho^{I,i}_{nm})^*=\rho^{I,i}_{mn}\). Contracted with a real symmetric matrix such as \(Q^I(\mathbf r)\) or \(D^{0,I}\), its imaginary part, being antisymmetric, drops out, so \(n\) and \(E\) are real. The system is taken as spin-unpolarized, with \(0\le f_i\le2\). The functional \(E_{xc}\) is assumed to depend on the orbitals only through \(n\), as local and gradient-corrected functionals do; a functional that depends on the orbitals in another way, such as exact exchange, lies outside this derivation. The two parts of \(n\) will be called the soft density and the augmentation density \(n_{\rm aug}=\sum_I n^I_{\rm aug}\).

The orbitals are orthonormal in a metric that contains the projectors,

\[
S=1+\sum_{I,nm}q^I_{nm}|\beta^I_n\rangle\langle\beta^I_m|,\qquad \langle\psi_i|S|\psi_j\rangle=\delta_{ij}.
\tag{4}
\]

This metric is the one that conserves charge. Integrating (2) gives \(\int n=\sum_i f_i\big[\langle\psi_i|\psi_i\rangle+\sum q^I_{nm}\rho^{I,i}_{nm}\big]=\sum_i f_i\langle\psi_i|S|\psi_i\rangle=\sum_i f_i=N\). The operator \(S\) depends on the ionic positions through \(\beta^I\), and this is the origin of the eigenvalue in the last term of (1).

The first ingredient is the response of \(E\) to a change of the orbitals at fixed ions. The last three electronic terms of (3) see the orbitals only through \(n\), so to first order they change by \(\int V_{\rm eff}\,\delta n\), where

\[
V_{\rm eff}=V_{\rm loc}+V_H+V_{xc},\qquad V_H=\frac{\delta E_H}{\delta n},\qquad V_{xc}=\frac{\delta E_{xc}}{\delta n}.
\]

Treat \(\psi_i\) and \(\psi_i^*\) as independent and vary the bra. From (2),

\[
\delta n(\mathbf r)=f_i\Big[\delta\psi_i^*(\mathbf r)\,\psi_i(\mathbf r)+\sum_{I,nm}Q^I_{nm}(\mathbf r)\,\langle\delta\psi_i|\beta^I_n\rangle\langle\beta^I_m|\psi_i\rangle\Big].
\]

Multiplying by \(V_{\rm eff}\), integrating, and adding the kinetic and bare nonlocal terms gives

\[
\delta E=f_i\langle\delta\psi_i|-\tfrac12\nabla^2+V_{\rm eff}|\psi_i\rangle+f_i\sum_{I,nm}\Big[D^{0,I}_{nm}+\int V_{\rm eff}Q^I_{nm}\,d^3r\Big]\langle\delta\psi_i|\beta^I_n\rangle\langle\beta^I_m|\psi_i\rangle .
\]

The bracket defines the screened coefficients, and the whole expression is \(f_i\langle\delta\psi_i|H|\psi_i\rangle\) with

\[
H=-\tfrac12\nabla^2+V_{\rm eff}+\sum_{I,nm}D^I_{nm}|\beta^I_n\rangle\langle\beta^I_m|,\qquad D^I_{nm}=D^{0,I}_{nm}+\int V_{\rm eff}\,Q^I_{nm}\,d^3r .
\tag{5}
\]

Varying the ket gives the complex conjugate, because \(E\) is real. For an arbitrary change of all orbitals,

\[
\delta E=\sum_i f_i\big[\langle\delta\psi_i|H|\psi_i\rangle+\text{c.c.}\big].
\tag{6}
\]

Nothing in this step required the orbitals to be stationary or normalized; it required only that \(V_{\rm eff}\) be built from the density of those same orbitals. The program tests (6) on randomly perturbed complex orbitals against a finite difference of (3).

The ground state makes \(E\) stationary under the constraints (4). With multipliers \(\Lambda_{ij}\), the function to be made stationary is \(E-\sum_{ij}\Lambda_{ij}(\langle\psi_i|S|\psi_j\rangle-\delta_{ij})\). The overlap matrix is Hermitian, so this function is real when \(\Lambda_{ji}=\Lambda_{ij}^*\), and a Hermitian \(\Lambda\) has exactly as many real parameters as there are real constraints. Varying \(\langle\psi_i|\) and using (6),

\[
f_iH|\psi_i\rangle=\sum_j\Lambda_{ij}\,S|\psi_j\rangle .
\tag{7}
\]

Projecting on \(\langle\psi_k|\) and using (4) gives \(\Lambda_{ik}=f_i\langle\psi_k|H|\psi_i\rangle\). The Hermitian property requires this to equal \(\Lambda_{ki}^*=f_k\langle\psi_i|H|\psi_k\rangle^*=f_k\langle\psi_k|H|\psi_i\rangle\), so that \((f_i-f_k)\langle\psi_k|H|\psi_i\rangle=0\). The Hamiltonian therefore connects only orbitals of equal occupation. Within such a set a unitary mixing leaves \(\sum f_i|\psi_i\rangle\langle\psi_i|\) unchanged, and with it \(\rho^I\), \(n\), \(E\) and \(H\); it also preserves (4). The mixing can be chosen to diagonalize the Hermitian block of \(H\). In this canonical choice \(\Lambda_{ij}=f_i\varepsilon_i\delta_{ij}\) and

\[
H|\psi_i\rangle=\varepsilon_iS|\psi_i\rangle .
\tag{8}
\]

Now let one Cartesian coordinate \(R\) of ion \(I\) vary. The ground-state energy is \(E[\psi(R),R]\), where \(\psi_i(R)\) is assumed to be a differentiable family of stationary, \(S\)-orthonormal orbitals. With fixed integer occupations this presumes that the occupied levels stay separated from the empty ones by a gap, so that no crossing changes which states are filled. A prime denotes the total derivative of an orbital and \(\partial\) the derivative at fixed orbitals. The chain rule and (6) give

\[
\frac{dE}{dR}=\partial E+\sum_i f_i\big[\langle\psi_i'|H|\psi_i\rangle+\text{c.c.}\big],
\tag{9}
\]

where the third condition, \(f_i'=0\), has been used. The second term is the response of the orbitals. Inserting (7) turns it into \(\sum_{ij}\Lambda_{ij}\langle\psi_i'|S|\psi_j\rangle\) plus the conjugate. The conjugate is \(\sum_{ij}\Lambda_{ij}^*\langle\psi_j|S|\psi_i'\rangle=\sum_{ij}\Lambda_{ji}\langle\psi_j|S|\psi_i'\rangle\), which after exchanging the names of the indices is \(\sum_{ij}\Lambda_{ij}\langle\psi_i|S|\psi_j'\rangle\). The constraint (4) holds at every \(R\), so its total derivative vanishes:

\[
\langle\psi_i'|S|\psi_j\rangle+\langle\psi_i|S|\psi_j'\rangle+\langle\psi_i|\partial S|\psi_j\rangle=0 .
\]

The first two terms are exactly those that multiply \(\Lambda_{ij}\), and so

\[
\frac{dE}{dR}=\partial E-\sum_{ij}\Lambda_{ij}\langle\psi_i|\partial S|\psi_j\rangle
\;\;\longrightarrow\;\;
\partial E-\sum_i f_i\varepsilon_i\langle\psi_i|\partial S|\psi_i\rangle ,
\tag{10}
\]

the last form holding when the orbitals are canonical at the geometry where the force is wanted. They need not stay canonical at neighbouring geometries, since (7) was used at one value of \(R\) only; degeneracies among equally occupied levels are therefore harmless. The unknown \(\psi_i'\) has disappeared, but it has left a trace. When the ion moves under frozen orbitals, their squared \(S\)-norm \(\langle\psi_i|S|\psi_i\rangle\) changes at the rate \(\langle\psi_i|\partial S|\psi_i\rangle\); the true orbitals must rescale to cancel this, and by (6) and (8) a rescaling changes the energy by \(f_i\varepsilon_i\) times the change it makes in \(\langle\psi_i|S|\psi_i\rangle\). For \(S=1\) the term is absent and the ordinary Hellmann–Feynman theorem is recovered.

The step from (9) to (10) is where the basis matters. In a finite basis \(\psi_i=\sum_\mu c_{\mu i}\chi_\mu\), equation (8) holds only in projection: \(\langle\chi_\mu|H-\varepsilon_iS|\psi_i\rangle=0\). Write \(\langle\psi_i'|H|\psi_i\rangle=\varepsilon_i\langle\psi_i'|S|\psi_i\rangle+\langle\psi_i'|H-\varepsilon_iS|\psi_i\rangle\) and \(\psi_i'=\sum_\mu(c'_{\mu i}\chi_\mu+c_{\mu i}\chi_\mu')\). The part with \(c'\) lies in the basis and is annihilated. The part with \(\chi'\) in general does not, and it adds the Pulay term

\[
-\sum_i f_i\Big[\sum_\mu c_{\mu i}^*\langle\chi_\mu'|H-\varepsilon_iS|\psi_i\rangle+\text{c.c.}\Big]
\]

to the force. For plane waves in a fixed cell \(\chi_\mu'=0\), so (10) is exact at any cutoff: it is the derivative of the energy that this basis yields, whether or not that energy is converged. The same decomposition shows what incomplete self-consistency does. If the orbitals diagonalize a Hamiltonian \(H_{\rm in}\) built from an input density, while (6) calls for the \(H\) of their own density, the remainder \(\sum f_i\langle\psi_i'|H-H_{\rm in}|\psi_i\rangle+\text{c.c.}\) survives. It is of first order in the density residual, whereas the error of the energy, which is stationary, is of second order.

It remains to evaluate the explicit derivative \(\partial E\). The kinetic term of (3) contains no \(R\). The soft density is fixed when the orbitals are. The augmentation density moves in two ways, because \(Q^I\) is carried along and because the projections change:

\[
\partial n=\sum_{nm}\big[\rho^I_{nm}\,\partial Q^I_{nm}+Q^I_{nm}\,\partial\rho^I_{nm}\big],\qquad
\partial\rho^{I,i}_{nm}=\langle\psi_i|\partial\beta^I_n\rangle\langle\beta^I_m|\psi_i\rangle+\langle\psi_i|\beta^I_n\rangle\langle\partial\beta^I_m|\psi_i\rangle .
\tag{11}
\]

Only ion \(I\) appears, since the functions of other ions do not depend on \(R\). Differentiating (3) term by term, with the product rule on \(\int V_{\rm loc}n\),

\[
\partial E=\partial U+\sum_{nm}D^{0,I}_{nm}\,\partial\rho^I_{nm}+\int(\partial V^I_{\rm loc})\,n+\int V_{\rm loc}\,\partial n+\int(V_H+V_{xc})\,\partial n .
\]

Here the fourth condition has entered: \(E_{xc}\) depends on \(R\) only through \(n\). The third term contains the whole of \(n\), soft and augmentation parts together, because that is what multiplies \(V_{\rm loc}\) in (3). The last two terms combine into \(\int V_{\rm eff}\,\partial n\). Inserting (11), the piece with \(\partial\rho\) is \(\sum_{nm}\partial\rho^I_{nm}\int V_{\rm eff}Q^I_{nm}\), which joins \(D^0\) to form the screened \(D\) of (5):

\[
\partial E=\partial U+\int(\partial V^I_{\rm loc})\,n+\sum_{nm}\rho^I_{nm}\int V_{\rm eff}\,\partial Q^I_{nm}+\sum_i f_i\sum_{nm}D^I_{nm}\,\partial\rho^{I,i}_{nm}.
\tag{12}
\]

Like (6), this holds for any orbitals, and the program tests it on the perturbed orbitals for all six Cartesian components of a two-atom cell. For the constraint term, \(q^I\) is constant, so (4) gives \(\partial S=\sum q^I_{nm}\big(|\partial\beta^I_n\rangle\langle\beta^I_m|+|\beta^I_n\rangle\langle\partial\beta^I_m|\big)\), and comparison with (11) shows

\[
\langle\psi_i|\partial S|\psi_i\rangle=\sum_{nm}q^I_{nm}\,\partial\rho^{I,i}_{nm}.
\tag{13}
\]

Putting (12) and (13) into (10), the two terms with \(\partial\rho^{I,i}_{nm}\) have coefficients \(+f_iD^I_{nm}\) and \(-f_i\varepsilon_iq^I_{nm}\). With \(F=-dE/dR\) this is (1). Since \(W^i_{nm}=D^I_{nm}-\varepsilon_iq^I_{nm}\) is real and symmetric, the two halves of \(\partial\rho\) in (11) become complex conjugates of each other after the sum over \(n\) and \(m\), and the last term of (1) can be evaluated as \(-2\sum_if_i\,{\rm Re}\sum_{nm}W^i_{nm}\langle\psi_i|\beta_n^I\rangle\langle\partial\beta_m^I|\psi_i\rangle\). The \(D\) part can be summed over orbitals before contraction; the \(q\) part needs the sum weighted by \(f_i\varepsilon_i\).

The same result can be read as a generalized Hellmann–Feynman formula. Differentiate the operator \(H\) of (5) while holding \(V_H+V_{xc}\) fixed, and call this derivative \(\bar\partial\). Then \(\bar\partial V_{\rm eff}=\partial V^I_{\rm loc}\), and the coefficients of every ion \(J\) change by \(\bar\partial D^J_{nm}=\int(\partial V^I_{\rm loc})Q^J_{nm}+\delta_{IJ}\int V_{\rm eff}\,\partial Q^I_{nm}\). In \(\sum_if_i\langle\psi_i|\bar\partial H|\psi_i\rangle\) the local operator gives \(\partial V^I_{\rm loc}\) on the soft density, the first part of \(\sum_J\rho^J\bar\partial D^J\) gives it on the augmentation density of all ions, the second part gives the \(\partial Q\) term, and the projectors give \(\sum D\,\partial\rho\). Hence \(F=-\partial U-\sum_if_i\langle\psi_i|\bar\partial H-\varepsilon_i\partial S|\psi_i\rangle\), which is (1) term by term.

The second and third terms have a direct mechanical meaning. For any function of \(\mathbf r-\mathbf R_I\), \(\partial/\partial\mathbf R_I=-\nabla\). The local term is \(+\int n\,\nabla V^I_{\rm loc}\): the electrons feel the force density \(-n\nabla V^I_{\rm loc}\) from the ion, and the ion feels the opposite. The augmentation term is \(+\sum\rho^I_{nm}\int V_{\rm eff}\nabla Q^I_{nm}\), and an integration by parts, without surface term because \(Q\) is localized or the cell periodic, turns it into \(-\int n^I_{\rm aug}\nabla V_{\rm eff}\). This is the force that the effective potential exerts on the cloud of charge rigidly attached to the ion. The ion's own local potential is part of \(V_{\rm eff}\), and its own cloud is part of \(n\). The two same-atom pieces are \(+\int n^I_{\rm aug}\nabla V^I_{\rm loc}\) in the second term and \(-\int n^I_{\rm aug}\nabla V^I_{\rm loc}\) in the third, and they cancel, as they must, since \(\int V^I_{\rm loc}Q^I_{nm}\) does not change when both factors move together. Each piece alone need not vanish: for a spherical \(V^I_{\rm loc}\) the gradient is odd about \(\mathbf R_I\), and it picks out the odd part of the cloud, such as that of the \(s\)–\(p\) functions \(Q_{sp}\). Evaluating the local term on the soft density alone therefore loses two things, the attraction to the clouds of the other ions and the partner of this cancellation.

The combination \(D-\varepsilon q\) is also what makes the force independent of the zero of energy. Let \(V_{\rm eff}\to V_{\rm eff}+c\). By (5), \(D_{nm}\to D_{nm}+cq_{nm}\), so \(H\to H+c+c\sum q|\beta\rangle\langle\beta|=H+cS\). Equation (8) keeps its eigenvectors and has \(\varepsilon_i\to\varepsilon_i+c\). Then \(D-\varepsilon_iq\to D+cq-(\varepsilon_i+c)q\) is unchanged, and the augmentation term changes by \(-c\sum\rho\int\partial Q=-c\sum\rho\,\partial q=0\). The \(D\) part alone changes by \(-c\sum_if_i\sum q\,\partial\rho^{I,i}\) and the \(\varepsilon q\) part by the opposite amount, so the division of the projector force into these two parts has no absolute meaning in a periodic system, where the average potential is a matter of convention.

The forces sum to zero. A rigid translation of all ions by \(\mathbf a\), accompanied by \(\psi_i(\mathbf r)\to\psi_i(\mathbf r-\mathbf a)\), leaves every term of (3) and the constraints (4) unchanged, so the stationary energy obeys \(E(\{\mathbf R_I+\mathbf a\})=E(\{\mathbf R_I\})\), and its derivative with respect to \(\mathbf a\) is \(-\sum_I\mathbf F_I=0\). The ion–ion energy is invariant by itself. The three electronic terms of (1) are not tied in this way separately, and only their sum vanishes.

Two limits locate the new terms. With \(Q=0\) one has \(q=0\), \(S=1\), \(D=D^0\), \(n\) soft, and (1) is the force of a norm-conserving separable pseudopotential. With \(Q\neq0\) but \(q=0\), as for an augmentation that reshapes the charge without adding any, \(S=1\) and the eigenvalue term vanishes, while the \(\partial Q\) term, the screening of \(D\) and the augmented local term remain.

If the orbitals are stationary but not canonical, (10) already gives the answer: the \(\varepsilon q\) part of the force is replaced by \(+\sum_{ij}\Lambda_{ij}M_{ij}\) with \(M_{ij}=\langle\psi_i|\partial S|\psi_j\rangle\). For a set with common occupation \(f\), \(\Lambda_{ij}=fH_{ji}\) with \(H_{ji}=\langle\psi_j|H|\psi_i\rangle\), and the sum is \(f\sum_{ij}H_{ji}M_{ij}=f\,{\rm Tr}(HM)\). Under a unitary mixing \(u\), both matrices transform as \(u^\dagger(\cdot)u\) and the trace is invariant, like the other terms of (1), which depend only on \(\sum f|\psi_i\rangle\langle\psi_i|\). Keeping only the diagonal, that is, using \(\langle\psi_i|H|\psi_i\rangle\) in place of \(\varepsilon_i\) in (1), discards \(f\sum_{i\ne j}H_{ji}M_{ij}\), which in general is not zero once \(H\) has off-diagonal elements.

If the occupations follow the Fermi–Dirac distribution, they change with \(R\), and (9) gains the term \(\sum_i(\partial E/\partial f_i)f_i'\). At fixed orbitals, (2) gives \(\partial n/\partial f_i=|\psi_i|^2+\sum Q^I_{nm}\rho^{I,i}_{nm}\), and the same collection of terms that led to (5) gives \(\partial E/\partial f_i=\langle\psi_i|H|\psi_i\rangle=\varepsilon_i\), the last step by (8) and (4). The eigenstates and occupations are assumed differentiable along the displacement. Write \(f_i=2p_i\) with \(p_i=[e^{(\varepsilon_i-\mu)/kT}+1]^{-1}\), and let the electronic entropy be \(\mathcal S=-2k\sum_i[p_i\ln p_i+(1-p_i)\ln(1-p_i)]\). Its derivative is \(\partial\mathcal S/\partial p_i=2k\ln[(1-p_i)/p_i]\), and \((1-p_i)/p_i=e^{(\varepsilon_i-\mu)/kT}\), so that \(T\,\partial\mathcal S/\partial f_i=\varepsilon_i-\mu\). For the Mermin free energy \(A=E-T\mathcal S\) this means \(\partial A/\partial f_i=\mu\) for every \(i\), and the extra term is \(\mu\sum_if_i'=\mu N'=0\). Formula (1), evaluated with the fractional occupations, is thus

\[
F=-\frac{dA}{dR},\qquad\text{while}\qquad -\frac{dE}{dR}=F-T\frac{d\mathcal S}{dR}.
\tag{14}
\]

If a nonlinear core correction is used, \(E_{xc}[n]\) becomes \(E_{xc}[n+n_c]\) with \(n_c=\sum_In_c^I(\mathbf r-\mathbf R_I)\). The potential \(V_{xc}\) in all formulas is then evaluated at \(n+n_c\), and the explicit derivative of the functional is \(\int V_{xc}(\partial n+\partial n_c^I)\). The first part is the one already counted; the second adds a fifth term to (1),

which the next part writes out. This part has derived (1) and the changes it needs for a moving basis, non-canonical orbitals and Fermi–Dirac occupations; what remains, besides the core term, is the form of each term in a periodic cell and the numerical test on a two-atom model.
